# Dynamic and adiabatic indirect absorption edges, with numbers for silicon

**The problem.** Light excites an electron across an indirect gap \(E_g\), and one phonon branch of energy \(\Omega\) supplies the missing crystal momentum. Two descriptions are compared. In the Hall-Bardeen-Blatt description a quantum phonon is emitted or absorbed. In the adiabatic description the atoms stand still during the optical transition, and the absorption is averaged over their thermal and zero-point displacements.

Both descriptions use the same electron-phonon coupling, optical matrix elements, gap and temperature, and both are taken to lowest order in the coupling. Phonon dispersion is neglected. Energies include the factor \(\hbar\), \(E\) is the photon energy, \(x=E-E_g\), and \(n=1/(e^{\Omega/kT}-1)\).

## Part (a): one pair of states

**Question.** A valence state \(v\) has energy 0 and a conduction state \(c\) at another wavevector has energy \(E_c\). Light couples \(v\) to a higher state \(m\) (element \(p_e\)) and a deeper valence state \(v'\) to \(c\) (element \(p_h\)). The lattice couples \(m\) to \(c\) through \(g_e u\) and \(v\) to \(v'\) through \(g_h u\), where \(u=a+a^\dagger\). All elements are real. Find the strengths and photon energies of the lines from \(v\) to \(c\) in both descriptions, and compare their mean energies.

**Answer.** Start with \(N\) phonons and let one be emitted, so that energy conservation reads \(E=E_c+\Omega\). Second-order perturbation theory divides each product of matrix elements by the initial energy minus the intermediate energy.

On the electron route, light lifts \(v\) to \(m\) and the phonon is then emitted. The denominator is \(E-E_m\). On the hole route, the one-electron amplitude passes through \(v'\) with one extra phonon, and its denominator is

\[
0-(E_{v'}+\Omega)=E_c-E_{v'}-E ,
\]

because \(-\Omega=E_c-E\). In a filled valence band the state \(v'\) is occupied, so the events occur in the other order: light first lifts \(v'\) to \(c\), then \(v\) fills \(v'\). That denominator is \(E-(E_c-E_{v'})\), and the exchange of two electrons adds a factor \(-1\). The result is the same term.

With the vertical gaps \(\Delta_e=E_m\) and \(\Delta_h=E_c-E_{v'}\), and with \(\langle N+1|u|N\rangle=\sqrt{N+1}\), the amplitude is \(\sqrt{N+1}\,A(E)\), where

\[
A(E)=\frac{p_hg_h}{\Delta_h-E}-\frac{p_eg_e}{\Delta_e-E}.
\]

For phonon absorption \(E=E_c-\Omega\). The hole denominator is \(-E_{v'}+\Omega\), which is again \(\Delta_h-E\), and the phonon factor is \(\sqrt N\). Averaging the squared amplitudes over \(N\) gives

\[
\text{emission: }(n+1)A^2(E),\qquad \text{absorption: }nA^2(E).
\]

In the frozen lattice \(u\) is a number. To first order in it,

\[
|\tilde c\rangle=|c\rangle+\frac{g_eu}{E_c-E_m}|m\rangle,\qquad
|\tilde v\rangle=|v\rangle+\frac{g_hu}{-E_{v'}}|v'\rangle .
\]

The optical element between them is

\[
u\left[\frac{p_eg_e}{E_c-E_m}+\frac{p_hg_h}{-E_{v'}}\right]=uA(E),
\]

since the line now lies at \(E=E_c\), apart from level shifts of order \(u^2\). In the thermal average of \(u^2\) the terms \(aa\) and \(a^\dagger a^\dagger\) vanish, which leaves

\[
\langle u^2\rangle=\langle aa^\dagger+a^\dagger a\rangle=(n+1)+n=2n+1 .
\]

After division by \(A^2(E)\), the two descriptions therefore have equal total strength, \(2n+1\). Their mean photon energies differ:

\[
\frac{(n+1)(E_c+\Omega)+n(E_c-\Omega)}{2n+1}-E_c=\frac{\Omega}{2n+1}.
\]

This is the average energy given to the lattice per transition. The frozen lattice can take up momentum but no energy. Setting \(y=\Omega/kT\),

\[
2n+1=\frac{e^y+1}{e^y-1}=\coth\frac y2,\qquad
t\equiv\frac1{2n+1}=\tanh\frac{\Omega}{2kT}.
\]

## Part (b): from lines to edges

**Question.** Near the edges, the electron energy \(\varepsilon_e\) and hole energy \(\varepsilon_h\) are homogeneous functions of degree two in the wavevector measured from the extremum. Find the two absorption spectra.

**Answer.** Every electron wavevector can be joined to every hole wavevector by some phonon, and all these phonons have energy \(\Omega\). The number of pairs with \(\varepsilon_e+\varepsilon_h\le x\) is thus a volume in six-dimensional wavevector space. Multiplying all six components by \(\sqrt x\) multiplies the energies by \(x\), so this volume grows as \((\sqrt x)^6=x^3\). Its derivative, the joint density of states, obeys \(D(x)\propto x^2\). Ellipsoidal masses and warped valence bands change the constant factor and leave the power unchanged. In silicon the hole energies have this form only well below the 44 meV spin-orbit splitting, so at a few hundred meV above the gap the \(x^2\) law is a model, and part (f) estimates how much departures from it matter.

The vertical gaps in \(A(E)\) and the matrix elements are replaced by their band-edge values. All transitions at one photon energy then share the factor \(A^2(E)\), together with a factor \(1/E\). This factor converts the transition rate at fixed vector-potential amplitude, calculated with momentum matrix elements, into an absorption coefficient at constant refractive index. Dividing these out leaves the reduced spectra. Phonon absorption leaves \(x+\Omega\) for the pair and emission leaves \(x-\Omega\), so

\[
H(x)=n(x+\Omega)^2\theta(x+\Omega)+(n+1)(x-\Omega)^2\theta(x-\Omega),
\]
\[
F(x)=(2n+1)x^2\theta(x).
\]

Here \(H\) is the dynamic (Hall-Bardeen-Blatt) spectrum, \(F\) is the adiabatic one, and \(\theta\) is the unit step.

## Part (c): well above threshold

**Question.** Define the horizontal displacement \(\delta\) by \(F(x-\delta)=H(x)\). Find it for \(x\ge\Omega\), give its limit at large \(x\), and say how far above the gap the limit may be used.

**Answer.** Both steps in \(H\) equal one. Expanding the squares,

\[
H=(2n+1)(x^2+\Omega^2)+2x\Omega\,[n-(n+1)]
=(2n+1)\left[x^2-2x\Omega t+\Omega^2\right].
\]

Completing the square gives

\[
H=(2n+1)\left[(x-\Omega t)^2+b^2\right],\qquad b^2=\Omega^2(1-t^2).
\]

The definition of \(\delta\) requires \((x-\delta)^2\) to equal the square bracket. The positive root gives

\[
\delta=x-\sqrt{(x-\Omega t)^2+b^2}
\simeq\Omega t-\frac{b^2}{2(x-\Omega t)} .
\]

The last form uses \(\sqrt{y^2+b^2}\simeq y+b^2/2y\) for \(y=x-\Omega t\gg b\). Hence

\[
\boxed{\delta\to\Omega\tanh\frac{\Omega}{2kT}\qquad(x\gg(2n+1)\Omega).}
\]

The condition follows from comparing the correction with the limit: for \(x\gg\Omega\) their ratio is \(\Omega(1-t^2)/(2xt)\), which is at most \((2n+1)\Omega/2x\). The condition is therefore sufficient at every temperature. For \(kT\gg\Omega\) it becomes \(x\gg kT\). For \(kT\ll\Omega\) it is stricter than necessary, because \(1-t^2\) is then tiny and \(\delta\) comes close to its limit as soon as \(x\) is slightly above \(\Omega\).

In this limit the sign is positive: the adiabatic curve reaches a given height at a lower photon energy. It is displaced downward along the energy axis, and at a fixed photon energy it is the higher of the two curves. Closer to threshold the order reverses, as part (d) shows.

As \(T\to0\), \(t\to1\) and \(b\to0\), so \(\delta=\Omega\) for every \(x\ge\Omega\). Each transition then emits one phonon. For \(kT\gg\Omega\), the limiting displacement becomes \(\Omega^2/2kT\), because emission and absorption become nearly equally likely and their energies nearly cancel.

At finite temperature the limit is approached from below. To find where a chosen \(\delta<\Omega t\) is reached, set \((x-\delta)^2=x^2-2x\Omega t+\Omega^2\). The terms \(x^2\) cancel, and

\[
x=\frac{\Omega^2-\delta^2}{2(\Omega t-\delta)},
\]

provided that the result satisfies \(x\ge\Omega\).

## Part (d): near threshold

**Question.** Where does the order of the curves reverse?

**Answer.** For \(-\Omega<x<0\) the adiabatic spectrum vanishes, while \(H=n(x+\Omega)^2\) is positive at finite temperature. A rigid shift of the adiabatic curve cannot produce this foot, which comes from phonon absorption.

For \(0<x\le\Omega\) the curves cross when \(n(x+\Omega)^2=(2n+1)x^2\). With \(r=\sqrt{n/(2n+1)}\), the positive root gives \(x=r(x+\Omega)\), hence

\[
x=\frac{\Omega r}{1-r}.
\]

This lies in the assumed interval if \(r\le1/2\), that is \(4n\le2n+1\), or \(n\le1/2\). For \(x\ge\Omega\), part (c) gives

\[
H-F=(2n+1)\Omega^2-2x\Omega ,
\]

which vanishes at \(x=\Omega(2n+1)/2\). This lies in its own interval if \(n\ge1/2\). Below the crossing the dynamic absorption is larger, and above it the adiabatic absorption is larger.

## Part (e): silicon's 58 meV phonon

**Question.** Evaluate the results at 300 K with a rough gap of 1.12 eV. Give the displacement and the ratio of absorptions at \(E=1.42\) eV, and find the gap that a straight-line extrapolation of \(\sqrt H\) would suggest.

**Answer.** With \(kT=25.85\) meV, \(n=0.1187\), \(2n+1=1.2373\) and \(t=0.8082\). The limiting displacement is

\[
\Omega t=58.0\times0.8082=46.9\ \text{meV}=0.0469\ \text{eV}.
\]

With the phonon energy held fixed, it is 58.0 meV at 77 K and 29.5 meV at 600 K. The high-temperature form gives 32.5 meV at 600 K, about 10% above the full expression, so 600 K is not yet far into that regime.

At \(E=1.42\) eV, \(x=300\) meV. Here \(b^2=58.0^2(1-0.8082^2)\simeq1167\ \text{meV}^2\), and

\[
\delta=300-\sqrt{(300-46.87)^2+1167}\simeq44.6\ \text{meV}.
\]

The ratio of absorptions at this photon energy is

\[
\frac FH=\left(\frac{x}{x-\delta}\right)^2=\left(\frac{300}{255.4}\right)^2\simeq1.38 .
\]

The adiabatic absorption exceeds the dynamic one by 38% of the latter. The common factors cancel from this ratio.

The formula at the end of part (c) shows that \(\delta\) reaches 90% of its limit at \(x=169\) meV and 95% at 295 meV. At 300 K, "well above threshold" thus means about five phonon energies for an error of 5% of the limiting displacement. The curves cross much lower: \(r=\sqrt{0.1187/1.2373}=0.310\) gives \(x=26.0\) meV. The crossing passes \(x=\Omega\) when \(n=1/2\), that is at \(T=\Omega/(k\ln3)=613\) K.

The root of the adiabatic spectrum is a straight line that meets zero at \(E_g\). The root of the dynamic spectrum is slightly curved. A least-squares line through 61 equally spaced points between \(x=200\) and 500 meV meets zero 42.5 meV above \(E_g\).

This is less than 46.9 meV because of the curvature. The tangent to \(\sqrt{y^2+b^2}\) at \(y\) has slope \(y/\sqrt{y^2+b^2}\), so it meets zero at

\[
y-\frac{y^2+b^2}{y}=-\frac{b^2}{y}.
\]

At the middle of the window \(y=350-46.9\simeq303\) meV, and the tangent meets zero at \(46.9-1167/303\simeq43.0\) meV above the gap, close to the fitted value. In this one-mode model, reading such a line with the adiabatic formula would overestimate the gap by about 42 meV.

## Part (f): what changes the number

**Question.** Extend the result to a general joint density and to several modes. Then estimate the main corrections for silicon.

**Answer.** For a smooth \(D\), expand both sides of

\[
(2n+1)D(x-\delta)=nD(x+\Omega)+(n+1)D(x-\Omega)
\]

to second order in \(\Omega\) and \(\delta\), and divide by \(2n+1\):

\[
D-\delta D'+\tfrac12\delta^2D''=D-\Omega tD'+\tfrac12\Omega^2D'' .
\]

Putting \(\delta\simeq\Omega t\) in the small quadratic term gives

\[
\delta\simeq\Omega t-\Omega^2(1-t^2)\frac{D''}{2D'} .
\]

The leading term does not depend on the shape of the edge. It is a good approximation when the slope of \(D\) changes little over an energy \((2n+1)\Omega\). As \(T\to0\) this condition is not needed: the defining equation becomes \(D(x-\delta)=D(x-\Omega)\), which gives \(\delta=\Omega\) for any increasing \(D\).

For several modes that share the same optical factor, let \(g_j^2\) be their relative squared couplings. The first-order terms must balance: \(\delta\sum_jg_j^2(2n_j+1)=\sum_jg_j^2\Omega_j\). Hence

\[
\delta_\infty=\frac{\sum_jg_j^2\Omega_j}{\sum_jg_j^2(2n_j+1)} .
\]

Take an acoustic phonon of roughly 19 meV with an assumed \(g^2\) one tenth of that of the 58 meV phonon. At 300 K its \(2n+1\) is about 2.84, so

\[
\delta_\infty=\frac{58+0.1\times19}{1.2373+0.1\times2.84}\simeq39.4\ \text{meV}.
\]

The soft mode is thermally populated, so it adds much strength and little net energy transfer.

The next estimates solve \(F(x-\delta)=H(x)\) numerically at \(E=1.42\) eV with a changed joint density, and are to be compared with 44.6 meV.

- **Exciton.** For a rough binding energy \(R=15\) meV, the relative motion of the pair gains hydrogenic bound states and an enhanced continuum, while its centre of mass stays free. The free density \(\int_0^x\sqrt{\varepsilon}\sqrt{x-\varepsilon}\,d\varepsilon=\pi x^2/8\) is replaced by
\[
\sum_{j\ge1}\frac{4\pi R^{3/2}}{j^3}\sqrt{x+\frac R{j^2}}+\int_0^x\frac{2\pi\sqrt R\,\sqrt{x-\varepsilon}}{1-e^{-2\pi\sqrt{R/\varepsilon}}}\,d\varepsilon .
\]
The weights are the probabilities of finding electron and hole together, on the scale where free motion gives \(\sqrt\varepsilon\). The displacement becomes 45.5 meV.
- **Nonparabolic conduction band.** Replacing \(\sqrt\varepsilon\) by \(\sqrt{\varepsilon(1+a\varepsilon)}(1+2a\varepsilon)\), with a rough \(a=0.5\ \text{eV}^{-1}\), gives 44.0 meV.
- **Split-off valence band.** A second edge of equal weight, starting 44 meV higher in photon energy, gives 44.4 meV. Equal weight is a deliberately large assumption. In silicon the split-off band holds only a small part of the hole states at these energies, and the spin-orbit splitting acts mainly by making the heavy- and light-hole bands nonparabolic, which raises the local power of \(D\) somewhat above two.
- **Gap change.** Raising the gap by 50 meV in both descriptions, at fixed photon energy, gives 44.0 meV.

Unreduced absorption curves need more care. Let \(Q(E)\) be the common factor removed in part (b). It cancels at equal photon energy, but a horizontal displacement compares two different photon energies. The raw displacement \(\delta_r\) obeys \(Q(E-\delta_r)F(x-\delta_r)=Q(E)H(x)\). Taking logarithms and expanding to first order, with \(F\propto x^2\),

\[
\delta_r\simeq\delta\,\frac{2/(x-\delta)}{2/(x-\delta)+d\ln Q/dE}.
\]

A factor \(Q=1/E\) falls with energy and raises the displacement. Numerical solution of the full condition gives 49.0 meV. Including the electron route's denominator with a rough direct gap of 3.4 eV, \(Q=1/[E(3.4\ \text{eV}-E)^2]\), makes \(Q\) rise with energy around 1.42 eV and gives 43.0 meV. The limit for raw curves therefore needs a window: \(x\) large compared with \((2n+1)\Omega\), but small compared with the energy over which \(Q\) changes. The silicon numbers at 300 K leave no such window for either \(Q\). For the second, the raw displacement falls from 43.0 meV at \(x=300\) meV to 41.0 meV at 500 meV and 35.3 meV at 800 meV. For \(Q=1/E\) it rises from 49.0 meV to 53.1 and 57.5 meV at the same points. Neither settles at 46.9 meV. It is safer to divide out \(Q\) before comparing curves.

**Relation to real silicon.** The 58 meV energy belongs to a transverse optical phonon that connects the valence maximum to the conduction minima, and 1.12 eV is a rough room-temperature gap. Real silicon has several phonon branches that can supply the crystal momentum. With the assumed acoustic coupling, a second branch lowers the limiting displacement from 46.9 to 39.4 meV, more than any other change estimated here, but a quantitative value needs calculated couplings for all branches. The gap of real silicon also depends on temperature. A comparison must use the same gap in both descriptions, since a gap mismatch of some 47 meV would be as large as the displacement itself. Branches that couple through different intermediate states also have different factors \(A^2(E)\), so their relative weights, and with them \(\delta_\infty\), drift with photon energy. Subject to these conditions, and as far as the branches share one optical factor, a reduced adiabatic spectrum can be corrected well above threshold by moving it up in photon energy by \(\delta_\infty\), which is \(\Omega\tanh(\Omega/2kT)\) for a single mode. The onset itself has to be computed with separate emission and absorption terms.
